# Cube-root thermal velocity of a rigid domain wall at its depinning force, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the noiseless wall to an exact velocity formula

### Definitions and conventions

A flat domain wall of area $A$ moves as one rigid object. Its position along the normal is $x$. Three forces act on it besides friction.

The first is the drive. Suppose an applied field $E$ favours the domain behind the wall, and the polarization component along the field rises by $\Delta P$ where the wall has passed. An advance $dx$ converts a volume $A\,dx$ and lowers the field energy by $\Delta P\,E\,A\,dx$. With the polarization induced by the field neglected, the driving force is therefore

$$F=\Delta P\,E\,A .$$

The second is a periodic pinning force $-F_c\sin kx$, with $k=2\pi/a$ and period $a$. The third is a random thermal force $\xi(t)$. Inertia is dropped, so the forces balance the friction $\gamma\,dx/dt$:

$$\gamma\frac{dx}{dt}=F-F_c\sin kx+\xi(t),\qquad \langle\xi(t)\xi(t')\rangle=2\gamma k_BT\,\delta(t-t').\tag{1}$$

The strength of the noise is set by the requirement that an undriven wall reach the Boltzmann distribution; this is confirmed below. We take $\gamma$ and $F_c$ to be independent of temperature and of velocity. The drive and the pinning force derive from the potential

$$U(x)=-Fx-U_0\cos kx,\qquad U_0=\frac{F_c}{k},$$

because $-dU/dx=F-kU_0\sin kx$. The energy $U_0$ is half the height difference between the top and the bottom of the undriven pinning potential.

Dimensionless variables remove most of the constants. Let

$$\phi=kx,\qquad f=\frac{F}{F_c},\qquad \theta=\frac{k_BT}{U_0},\qquad s_t=\frac{kF_c}{\gamma}\,t .$$

Dividing (1) by $F_c$ gives, on the left, $(\gamma/F_c)\,dx/dt=d\phi/ds_t$. On the right the noise becomes $\zeta=\xi/F_c$. Since $\delta(t-t')=(kF_c/\gamma)\,\delta(s_t-s_t')$, its correlation is

$$\langle\zeta\zeta'\rangle=\frac{2\gamma k_BT}{F_c^2}\,\frac{kF_c}{\gamma}\,\delta(s_t-s_t')=2\theta\,\delta(s_t-s_t').$$

The scaled equation of motion is

$$\frac{d\phi}{ds_t}=f-\sin\phi+\zeta .\tag{2}$$

The scaled mean velocity is $u=\langle d\phi/ds_t\rangle$, and the physical one is $v=(F_c/\gamma)\,u$. The claim to be established concerns $f=1$ and small $\theta$: there $u$ approaches a constant times $\theta^{1/3}$. The force is set exactly at threshold, but the power law is a low-temperature limit.

### Stage 1: no noise

Set $\theta=0$. For $f<1$ the right side of (2) vanishes where $\sin\phi=f$, and the wall comes to rest at the stable one of these points. For $f>1$ the right side is positive everywhere, and the time for one period is

$$\tau_0=\int_0^{2\pi}\frac{d\phi}{f-\sin\phi}.$$

The integral covers a full period, so shifting the angle by $\pi/2$ changes nothing except that $-\sin\phi$ becomes $\cos\phi$ for a suitable direction of shift. With $q=\tan(\phi/2)$ we have $d\phi=2\,dq/(1+q^2)$ and $\cos\phi=(1-q^2)/(1+q^2)$. Hence

$$\tau_0=\int_{-\infty}^{\infty}\frac{2\,dq}{f(1+q^2)+1-q^2}
=\int_{-\infty}^{\infty}\frac{2\,dq}{(f+1)+(f-1)q^2}=\frac{2\pi}{\sqrt{f^2-1}} .$$

The last step uses $\int dq/(\alpha+\beta q^2)=\pi/\sqrt{\alpha\beta}$. The phase advances by $2\pi$ in this time, so

$$u=\frac{2\pi}{\tau_0}=\sqrt{f^2-1}\qquad(\theta=0,\ f>1).\tag{3}$$

For a large force, $u\to f$, or $v\to F/\gamma$: the pinning no longer matters. Just above threshold, $f^2-1=(f-1)(f+1)\approx2(f-1)$, and

$$u\approx\sqrt{2(f-1)} .$$

The velocity goes to zero at $f=1$. So $f=1$ is the zero-temperature depinning force, and any motion at that force must come from the noise.

The reason for the stop is local. Write $\phi=\pi/2+y$. At $f=1$ the net force is

$$1-\sin\phi=1-\cos y=\frac{y^2}{2}-\frac{y^4}{24}+\dots\tag{4}$$

It touches zero at $y=0$ without changing sign. The stable and unstable rest points that existed below threshold have merged there. A noiseless wall that starts at $y=-Y$ needs the time

$$\int_{-Y}^{-\ell}\frac{2\,dy}{y^2}=\frac{2}{\ell}-\frac{2}{Y}$$

to reach $y=-\ell$, if only the quadratic term is kept. This grows without limit as $\ell\to0$. The wall creeps towards the point of zero force and does not get past it in a finite time.

### Stage 2: how noise ends the delay

With weak noise, the wall still drifts into the slow region, but very close to $y=0$ the noise acts faster than the drift. Keep the quadratic term of (4) and rescale $y=\ell Y$ and $s_t=\tau S$. The drift equation $dy/ds_t=y^2/2$ becomes

$$\frac{dY}{dS}=\frac{\tau\ell}{2}\,Y^2 .$$

The noise makes the variance of $y$ grow as $2\theta s_t$, so the variance of $Y$ grows as $2(\theta\tau/\ell^2)S$. Both coefficients are free of $\theta$ if

$$\tau=\frac1\ell,\qquad \frac{\theta\tau}{\ell^2}=1\quad\Longrightarrow\quad \ell=\theta^{1/3},\quad \tau=\theta^{-1/3}.$$

In the rescaled variables the passage from far left to far right takes a time that is a pure number. It is finite because the drift time at large $|Y|$ is an integral of $1/Y^2$, which converges, while diffusion carries the wall through the middle. In the original variables the passage takes a time proportional to $\theta^{-1/3}$. The rest of the period, where the net force is of order one, takes a time of order one, which is much shorter when $\theta$ is small. The phase gains $2\pi$ per passage, so

$$u\propto\theta^{1/3}.$$

This gives the exponent and shows its origin. It does not give the prefactor, and it treats the division of the period into two parts loosely. Both gaps can be closed, because the stationary velocity of the full model reduces to a single integral.

### Stage 3: the stationary state with noise

Let $p(\phi)$ be the probability density of the phase, with phases that differ by $2\pi$ identified. It satisfies $p(\phi+2\pi)=p(\phi)$ and $\int_0^{2\pi}p\,d\phi=1$. The probability current has a drift part, velocity times density, and a diffusive part. Free noise of strength $2\theta$ gives a variance $2\theta s_t$, which corresponds to the diffusion constant $\theta$. Therefore

$$J=(f-\sin\phi)\,p-\theta\frac{dp}{d\phi}.\tag{5}$$

In the stationary state nothing accumulates anywhere, so $J$ is the same at every $\phi$.

For $f=0$ the stationary state has $J=0$, since the model is then unchanged under $\phi\to-\phi$ and has no preferred direction. Equation (5) gives $p'/p=-\sin\phi/\theta$, so $p\propto e^{\cos\phi/\theta}$. This is $e^{-U/k_BT}$ with $U=-U_0\cos kx$, which confirms the noise strength in (1).

The mean velocity follows by averaging (2). The noise has zero mean, and from (5) the product $(f-\sin\phi)p$ equals $J+\theta p'$. Thus

$$u=\int_0^{2\pi}(f-\sin\phi)\,p\,d\phi=2\pi J+\theta\,[\,p(2\pi)-p(0)\,]=2\pi J .\tag{6}$$

To solve (5), introduce the scaled potential $V(\phi)=-f\phi-\cos\phi$, for which $-V'=f-\sin\phi$. Then

$$-\theta e^{-V/\theta}\frac{d}{d\phi}\left(p\,e^{V/\theta}\right)=-\theta p'-V'p=J .$$

Multiply by $-e^{V/\theta}/\theta$ and integrate from $\phi$ to $\phi+2\pi$:

$$p(\phi+2\pi)\,e^{V(\phi+2\pi)/\theta}-p(\phi)\,e^{V(\phi)/\theta}=-\frac J\theta\int_0^{2\pi}dz\,e^{V(\phi+z)/\theta}.$$

The density is periodic, while the potential drops by $2\pi f$ over one period: $V(\phi+2\pi)=V(\phi)-2\pi f$. The left side is therefore $-p(\phi)\,e^{V(\phi)/\theta}\,(1-e^{-2\pi f/\theta})$, and

$$p(\phi)=\frac{J}{\theta\,(1-e^{-2\pi f/\theta})}\int_0^{2\pi}dz\;e^{[V(\phi+z)-V(\phi)]/\theta}.\tag{7}$$

The potential difference is

$$V(\phi+z)-V(\phi)=-fz+\cos\phi-\cos(\phi+z)=-fz+2\sin\frac z2\,\sin\!\left(\phi+\frac z2\right).$$

The angle $\phi$ now appears in one sine only, so the normalization integral can be done. The modified Bessel function of order zero is

$$I_0(w)=\frac1{2\pi}\int_0^{2\pi}e^{w\sin\alpha}\,d\alpha .$$

Integrating (7) over a period of $\phi$, with $\alpha=\phi+z/2$, gives

$$1=\frac{2\pi J}{\theta\,(1-e^{-2\pi f/\theta})}\int_0^{2\pi}dz\;e^{-fz/\theta}\,I_0\!\left(\frac{2\sin(z/2)}{\theta}\right).$$

With (6) the result is

$$u=\frac{\theta\left(1-e^{-2\pi f/\theta}\right)}{\displaystyle\int_0^{2\pi}dz\;e^{-fz/\theta}\,I_0\!\left(\frac{2\sin(z/2)}{\theta}\right)} .\tag{8}$$

Within the model this holds for any $f>0$ and any $\theta>0$. The small-$\theta$ limit has not been used.

### Limits of the exact formula

**No pinning.** If the sine is removed from (2), the factor $I_0$ is replaced by $I_0(0)=1$. The integral is then $(\theta/f)(1-e^{-2\pi f/\theta})$, and $u=f$, as it must be for free drift.

**High temperature.** Let $\theta\to\infty$ at fixed $f$. The numerator tends to $2\pi f$ and the integrand tends to one, so the denominator tends to $2\pi$. Again $u\to f$. Strong noise washes out the pinning, and the velocity saturates at $F/\gamma$. At $f=1$ a cube-root law therefore cannot continue to high temperature.

**Weak drive.** Let $f\to0$ at fixed $\theta$. The numerator tends to $2\pi f$. For the denominator, undo the last integration and write it as a double integral over $\phi$ and $\beta=\phi+z$:

$$\frac1{2\pi}\int_0^{2\pi}d\phi\,e^{\cos\phi/\theta}\int_0^{2\pi}d\beta\,e^{-\cos\beta/\theta}=2\pi\,I_0(1/\theta)^2 .$$

Hence $u\to f/I_0(1/\theta)^2$. For small $\theta$ the Bessel function grows as $e^{1/\theta}$, apart from a power, so the velocity carries the factor $e^{-2/\theta}=e^{-2U_0/k_BT}$. The energy $2U_0$ is the full barrier of the undriven potential. Motion far below threshold is thermally activated.

**Low temperature above threshold.** Let $\theta\to0$ at fixed $f>1$, and put $z=\theta w$. Then $2\sin(z/2)/\theta\to w$, and the denominator tends to

$$\theta\int_0^\infty dw\,e^{-fw}I_0(w)=\frac{\theta}{2\pi}\int_0^{2\pi}\frac{d\alpha}{f-\sin\alpha}=\frac{\theta}{\sqrt{f^2-1}} .$$

The limit may be taken under the integral because $2\sin(z/2)\le z$, which bounds the integrand by $e^{-fw}I_0(w)$, and this is integrable for $f>1$. The last equality is the integral of Stage 1. The result is $u=\sqrt{f^2-1}$, in agreement with (3).

This limit also shows what is special about $f=1$. For large $w$ the product $e^{-w}I_0(w)$ falls only as $w^{-1/2}$, and the integral over $w$ diverges. The important values of $z$ are then no longer of order $\theta$. They extend until the difference between $z$ and $2\sin(z/2)$ cuts the integral off, and that difference begins with a cubic term. The cube root comes from this term.

## Second half: the threshold law, its window and a ferroelectric example

### Symbols and results carried over

The wall has phase $\phi=kx$ with $k=2\pi/a$, friction $\gamma$, and threshold force $F_c$. The scaled force is $f=F/F_c$, and the scaled temperature is $\theta=k_BT/U_0$ with $U_0=F_c/k$. The physical mean velocity is $v=(F_c/\gamma)u$. Equation (8) gives $u$ as $\theta(1-e^{-2\pi f/\theta})$ divided by an integral over $z$ from $0$ to $2\pi$. Without noise, $u=\sqrt{f^2-1}$ above threshold and zero at $f=1$.

### Stage 4: the force exactly at threshold

Set $f=1$ and define $g(w)=e^{-w}I_0(w)$. The denominator of (8) becomes

$$D(\theta)=\int_0^{2\pi}dz\;\exp\!\left[-\frac{z-2\sin(z/2)}{\theta}\right]g\!\left(\frac{2\sin(z/2)}{\theta}\right).$$

Two properties of $g$ are needed. From the definition of $I_0$, with the angle measured from the maximum of the sine,

$$g(w)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{-w(1-\cos\alpha)}\,d\alpha .$$

For large $w$ only small $\alpha$ contribute, where $1-\cos\alpha\approx\alpha^2/2$, and the Gaussian integral gives $g(w)\approx1/\sqrt{2\pi w}$. For every $w>0$ there is also a bound. Since $1-\cos\alpha=2\sin^2(\alpha/2)\ge2\alpha^2/\pi^2$ for $|\alpha|\le\pi$,

$$g(w)\le\frac1{2\pi}\sqrt{\frac{\pi^3}{2w}}=\sqrt{\frac{\pi}{8w}} .$$

Now put $z=\theta^{1/3}s$. At fixed $s$ and $\theta\to0$,

$$\frac{z-2\sin(z/2)}{\theta}\to\frac{z^3}{24\,\theta}=\frac{s^3}{24},\qquad
\frac{2\sin(z/2)}{\theta}\approx\frac z\theta=\theta^{-2/3}s .$$

The argument of $g$ grows without limit, so $g\approx\theta^{1/3}/\sqrt{2\pi s}$. A further factor $\theta^{1/3}$ comes from $dz=\theta^{1/3}ds$. Together they give

$$D(\theta)\approx\frac{\theta^{2/3}}{\sqrt{2\pi}}\int_0^\infty s^{-1/2}e^{-s^3/24}\,ds .\tag{9}$$

The exchange of limit and integral needs a bound that does not depend on $\theta$. For $z\le\pi$, the series of the sine gives

$$z-2\sin\frac z2\ge\frac{z^3}{24}\left(1-\frac{z^2}{80}\right)\ge\frac{z^3}{30},$$

and $\sin(z/2)\ge z/\pi$. The second inequality, put into the bound on $g$, gives $g\le(\pi/4)\sqrt{\theta/z}$. After the factor $\theta^{2/3}$ is taken out, the integrand is at most $(\pi/4)s^{-1/2}e^{-s^3/30}$, which is integrable. For $z>\pi$, the function $z-2\sin(z/2)$ does not decrease and is at least $\pi-2$, while $g\le1$. That part of $D$ is at most $\pi e^{-(\pi-2)/\theta}$, which vanishes faster than any power of $\theta$. Equation (9) is therefore the true leading term.

In the remaining integral let $r=s^3/24$. Then $s=(24r)^{1/3}$, $ds=\tfrac13\,24^{1/3}r^{-2/3}dr$ and $s^{-1/2}=24^{-1/6}r^{-1/6}$, so

$$\int_0^\infty s^{-1/2}e^{-s^3/24}ds=\frac{24^{1/6}}3\int_0^\infty r^{-5/6}e^{-r}dr=\frac{24^{1/6}}3\,\Gamma(1/6),$$

where $\Gamma(1/6)$ is the gamma function. The numerator of (8) tends to $\theta$. Dividing,

$$u\to C\,\theta^{1/3},\qquad C=\frac{3\sqrt{2\pi}}{24^{1/6}\,\Gamma(1/6)}=0.7954 .\tag{10}$$

In physical quantities,

$$v\approx C\,\frac{F_c}{\gamma}\left(\frac{k_BT}{U_0}\right)^{1/3}=\frac C\gamma\,k^{1/3}F_c^{2/3}(k_BT)^{1/3}.\tag{11}$$

This holds for $k_BT\ll U_0$, with $F=F_c$ and with $\gamma$ and $F_c$ fixed.

To see how small $\theta$ must be, equation (5) can be solved numerically. Expand $p=\sum_nc_ne^{in\phi}$, which turns a constant $J$ into the linear equations

$$(f-i\theta n)c_n-\frac{c_{n-1}-c_{n+1}}{2i}=0\quad(n\ne0),\qquad c_0=\frac1{2\pi},$$

and keep $|n|\le400$. At $f=1$ the velocity divided by the law (10) is 0.9993 at $\theta=0.1$ and 0.99997 at $\theta=0.01$. Between $\theta=0.004$ and $0.002$, the relative error of the law falls as the power 1.34 of $\theta$. That this power tends to $4/3$ is a conjecture here. At $\theta=10$ the law fails: the solution gives $u=0.995$, close to free drift, where (10) would give 1.71.

Exactly at the threshold force, with friction and threshold held fixed, the wall's mean velocity follows a cube-root law in temperature when $k_BT\ll U_0$, and its prefactor is now known. What remains is to find how close to threshold the force must be, how the exponent depends on the way the net force touches zero, and what the law gives in a ferroelectric example.

Numbers in the example were calculated in double precision.
